**Average energy of an open shell l^q, compared with diagonalization**

The program tests E_av = qI + q(q−1)U/2, with U = F⁰ − [(2l+1)/(4l+1)] Σ_{k>0} w_k F^k. Here I is the one-electron energy, F^k are the Slater radial integrals and w_k is the squared 3j symbol (l k l; 0 0 0)². The formula takes F^k from radial quadrature, while the comparison uses three-dimensional Gaussian Coulomb integrals and eigenvalues in the full determinant space. Assertions cover 13 configurations of s, p, d and f shells, the angular sum rules, the pair probabilities, the parallel and antiparallel means, and the fractional-occupation error. A further assertion confirms, for a closed p shell acting on a d shell, that the closed-shell field is the same for all open-shell orbitals. For the model d² shell, the formula and the degeneracy-weighted mean of the five terms both give −83.6428 eV. Uniform fractional occupations give an energy 13.0857 eV higher. The largest deviation from the formula over the tested configurations is 1.5 × 10⁻¹³ eV.

## Numerical check

```python
# Average energy of an open shell l^q over all its determinants:
#   E_av = q*I + q(q-1)/2 * U
#   U = F0 - (2l+1)/(4l+1) * sum_{k=2,4..2l} w_k F^k,  w_k = 3j(l k l;0 0 0)^2
# I: one-electron energy, F^k: Slater radial integrals, N = 4l+2 spin orbitals.
# The formula uses F^k from radial quadrature. The check uses Coulomb integrals
# of three-dimensional Gaussians and diagonalization in the determinant space.
# Internal units are hartree and bohr; printed units are eV and angstrom.
from itertools import combinations
from math import comb, sqrt
import numpy as np
from scipy.constants import physical_constants
from sympy.physics.wigner import wigner_3j
from pyscf import gto

EV = physical_constants['Hartree energy in eV'][0]
ANG = physical_constants['Bohr radius'][0] * 1e10


def radial_integrals(l, alpha):
    """F^k for R ~ r^l exp(-alpha r^2), and the rms radius, by quadrature."""
    x, wx = np.polynomial.legendre.leggauss(100)
    t, wt = (x + 1) / 2, wx / 2
    r_max = 9 / sqrt(2 * alpha)
    r, wr = r_max * t, r_max * wt

    def raw(s):
        return s**(2 * l + 2) * np.exp(-2 * alpha * s**2)

    norm = wr @ raw(r)
    rms = sqrt(wr @ (raw(r) * r**2) / norm)
    # inner radius = t * outer radius; factor 2 for the two orderings
    product = raw(r)[:, None] * raw(np.outer(r, t)) / norm**2
    F = {k: 2 * wr @ product @ (wt * t**k) for k in range(0, 2 * l + 1, 2)}
    return F, rms


def coulomb_tensors(l, alpha):
    """(ab|cd) in real and in complex spherical harmonics, m = -l..l."""
    mol = gto.M(atom='H 0 0 0', basis={'H': [[l, [alpha, 1.0]]]},
                spin=1, verbose=0)
    n = 2 * l + 1
    assert np.allclose(mol.intor('int1e_ovlp_sph'), np.eye(n), atol=1e-10)
    g = mol.intor('int2e_sph').reshape(n, n, n, n)
    if l == 1:                      # library order x,y,z -> y,z,x
        o = [1, 2, 0]
        g = g[np.ix_(o, o, o, o)]
    C = np.zeros((n, n), complex)
    C[l, l] = 1
    for m in range(1, l + 1):
        C[l + m, l + m] = (-1)**m / sqrt(2)
        C[l - m, l + m] = 1j * (-1)**m / sqrt(2)
        C[l + m, l - m] = 1 / sqrt(2)
        C[l - m, l - m] = -1j / sqrt(2)
    gc = np.einsum('ai,bj,ck,dl,abcd->ijkl', C.conj(), C, C.conj(), C, g,
                   optimize=True)
    return g, gc


def angular_c(l, m, mp, k):
    """Matrix element of the normalized harmonic C^k between lm and lm'."""
    if abs(m - mp) > k:
        return 0.0
    return ((-1)**abs(m) * (2 * l + 1) * float(wigner_3j(l, k, l, 0, 0, 0))
            * float(wigner_3j(l, k, l, -m, m - mp, mp)))


def direct_exchange(g):
    return (np.einsum('aabb->ab', g).real, np.einsum('abba->ab', g).real)


def remove(det, p):
    sign = -1 if (det & ((1 << p) - 1)).bit_count() % 2 else 1
    return det ^ (1 << p), sign


def determinants(n_so, q):
    return [sum(1 << p for p in c) for c in combinations(range(n_so), q)]


def one_body(op, dets):
    """Many-electron matrix of a one-electron operator."""
    pos = {d: i for i, d in enumerate(dets)}
    M = np.zeros((len(dets), len(dets)), complex)
    pairs = [(p, s, op[p, s]) for p, s in np.argwhere(np.abs(op) > 1e-14)]
    for j, d in enumerate(dets):
        for p, s, value in pairs:
            p, s = int(p), int(s)
            if not d >> s & 1:
                continue
            d1, s1 = remove(d, s)
            if d1 >> p & 1:
                continue
            d2, s2 = remove(d1, p)      # flipping an empty bit fills it
            M[pos[d2], j] += value * s1 * s2
    return M


def two_body(g, dets):
    """Many-electron matrix of the Coulomb repulsion."""
    n = g.shape[0]
    pos = {d: i for i, d in enumerate(dets)}
    M = np.zeros((len(dets), len(dets)), complex)
    targets = {}
    for b in range(n):
        for d in range(n):
            block = g[:, b, :, d]
            targets[b, d] = [(int(a), int(c), block[a, c])
                             for a, c in np.argwhere(np.abs(block) > 1e-12)]
    for j, det in enumerate(dets):
        occ = [p for p in range(2 * n) if det >> p & 1]
        for b in occ:
            d1, s1 = remove(det, b)
            for d in occ:
                if d == b:
                    continue
                d2, s2 = remove(d1, d)
                for a, c, value in targets[b % n, d % n]:
                    a_so, c_so = a + n * (b // n), c + n * (d // n)
                    if d2 >> c_so & 1:
                        continue
                    d3, s3 = remove(d2, c_so)
                    if d3 >> a_so & 1:
                        continue
                    d4, s4 = remove(d3, a_so)
                    M[pos[d4], j] += 0.5 * value * s1 * s2 * s3 * s4
    return M


def pair_average(l, F, w):
    S = sum(w[k] * F[k] for k in F if k > 0)
    return F[0] - (2 * l + 1) / (4 * l + 1) * S, S


def pair_energies(g):
    """Energies of all two-electron determinants, one-electron part omitted."""
    J, K = direct_exchange(g)
    n = len(J)
    return np.array([J[i % n, j % n] - (i // n == j // n) * K[i % n, j % n]
                     for i, j in combinations(range(2 * n), 2)])


# ---- model parameters of the worked example
l_ex, q_ex, rms_angstrom, I_eV = 2, 2, 0.80, -50.0
alpha_ex = (2 * l_ex + 3) / (4 * (rms_angstrom / ANG)**2)
I_ex = I_eV / EV

# ---- tests for p, d and f shells
configurations = {0: [1, 2], 1: [1, 2, 3, 4, 6], 2: [2, 3, 5, 7], 3: [2, 3]}
largest_deviation, n_tested = 0.0, 0
for l, q_values in configurations.items():
    n, N = 2 * l + 1, 4 * l + 2
    F, rms = radial_integrals(l, alpha_ex)
    g_real, g = coulomb_tensors(l, alpha_ex)
    w = {k: float(wigner_3j(l, k, l, 0, 0, 0))**2 for k in F}
    J, K = direct_exchange(g)
    ms = range(-l, l + 1)
    c = {k: np.array([[angular_c(l, m, mp, k) for mp in ms] for m in ms])
         for k in F}
    # multipole expansion against three-dimensional integrals
    J_series = sum(F[k] * np.outer(np.diag(c[k]), np.diag(c[k])) for k in F)
    K_series = sum(F[k] * c[k]**2 for k in F)
    assert np.allclose(J, J_series, atol=1e-9)
    assert np.allclose(K, K_series, atol=1e-9)
    # angular sum rules
    for k in F:
        assert abs(np.trace(c[k]) - (n if k == 0 else 0)) < 1e-11
        assert np.allclose((c[k]**2).sum(axis=1), n * w[k], atol=1e-11)
    U, S = pair_average(l, F, w)
    # every spin orbital has the same summed interaction with its partners
    assert np.allclose(2 * J.sum(1) - K.sum(1), (N - 1) * U, atol=1e-9)
    # the form that keeps k = 0 in the exchange sum
    full_form = N / (N - 1) * F[0] - n / (N - 1) * sum(w[k] * F[k] for k in F)
    assert abs(pair_energies(g_real).mean() - full_form) < 1e-9
    # means over antiparallel and over parallel pairs
    assert abs(J.mean() - F[0]) < 1e-9
    if l > 0:
        assert abs((J - K).sum() / (n * (n - 1)) - (F[0] - n / (2*l) * S)) < 1e-9
    for q in q_values:
        dets = determinants(N, q)
        assert len(dets) == comb(N, q)
        for i, j in combinations(range(N), 2):
            both = sum(1 for d in dets if d >> i & 1 and d >> j & 1)
            assert abs(both / len(dets) - q * (q - 1) / (N * (N - 1))) < 1e-12
        H = one_body(I_ex * np.eye(N), dets) + two_body(g, dets)
        assert np.allclose(H, H.conj().T, atol=1e-10)
        mean = np.linalg.eigvalsh(H).mean()
        deviation = abs(mean - (q * I_ex + q * (q - 1) / 2 * U))
        assert deviation < 1e-8
        largest_deviation = max(largest_deviation, deviation)
        n_tested += 1
        # Hartree-Fock energy with uniform fractional occupations
        f = q / N
        Jr, Kr = direct_exchange(g_real)
        fractional = 2 * f**2 * Jr.sum() - f**2 * Kr.sum()
        excess = fractional - (mean - q * I_ex)
        assert abs(excess - q * (N - q) / (2 * N) * U) < 1e-8

# ---- a closed p shell acts on a d shell as a multiple of the identity
mol = gto.M(atom='H 0 0 0', spin=1, verbose=0,
            basis={'H': [[1, [1.7, 1.0]], [2, [alpha_ex, 1.0]]]})
eri = mol.intor('int2e_sph').reshape(8, 8, 8, 8)
p, d = slice(0, 3), slice(3, 8)
field = (2 * np.einsum('abcc->ab', eri[d, d, p, p])
         - np.einsum('accb->ab', eri[d, p, p, d]))
assert np.allclose(field, field[0, 0] * np.eye(5), atol=1e-9)
assert field[0, 0] > 0.1

# ---- worked example: terms of d^2
n, N = 2 * l_ex + 1, 4 * l_ex + 2
F, rms = radial_integrals(l_ex, alpha_ex)
assert abs(rms * ANG - rms_angstrom) < 1e-9
w = {k: float(wigner_3j(l_ex, k, l_ex, 0, 0, 0))**2 for k in F}
U, S = pair_average(l_ex, F, w)
E_av = q_ex * I_ex + q_ex * (q_ex - 1) / 2 * U
g_real, g = coulomb_tensors(l_ex, alpha_ex)
J, K = direct_exchange(g)

# single-determinant energies depend on the orbital choice, their mean does not
e_real, e_complex = np.sort(pair_energies(g_real)), np.sort(pair_energies(g))
basis_change = np.abs(e_real - e_complex).max()
assert basis_change > 1e-3
assert abs(e_real.mean() - e_complex.mean()) < 1e-10

dets = determinants(N, q_ex)
H = one_body(I_ex * np.eye(N), dets) + two_body(g, dets)
raise_l = np.zeros((n, n))
for i in range(n - 1):
    m = i - l_ex
    raise_l[i + 1, i] = sqrt(l_ex * (l_ex + 1) - m * (m + 1))
Lp = one_body(np.kron(np.eye(2), raise_l), dets)
Lz = one_body(np.kron(np.eye(2), np.diag(np.arange(-l_ex, l_ex + 1.0))), dets)
Sp = one_body(np.kron(np.array([[0, 1], [0, 0]]), np.eye(n)), dets)
Sz = one_body(np.kron(np.diag([0.5, -0.5]), np.eye(n)), dets)
L2 = Lp.conj().T @ Lp + Lz @ Lz + Lz
S2 = Sp.conj().T @ Sp + Sz @ Sz + Sz
energies, vectors = np.linalg.eigh(H)
cuts = np.where(np.diff(energies) > 1e-7)[0] + 1
terms = []
for group in np.split(np.arange(len(energies)), cuts):
    v = vectors[:, group]
    values = []
    for operator in (L2, S2):
        block = v.conj().T @ operator @ v
        value = np.trace(block).real / len(group)
        assert np.allclose(block, value * np.eye(len(group)), atol=1e-6)
        values.append(sqrt(max(0.0, 1 + 4 * value)))
    two_L_1, two_S_1 = round(values[0]), round(values[1])
    assert two_L_1 * two_S_1 == len(group)
    label = f"{two_S_1}{'SPDFGHIK'[(two_L_1 - 1) // 2]}"
    terms.append((label, len(group), energies[group].mean()))
assert len(terms) == 5
weighted = sum(deg * e for _, deg, e in terms) / sum(t[1] for t in terms)
assert abs(weighted - E_av) < 1e-8
plain = sum(e for _, _, e in terms) / len(terms)
assert abs(plain - E_av) > 1e-3

parallel = (J - K).sum() / (n * (n - 1))
antiparallel = J.mean()
f = q_ex / N
Jr, Kr = direct_exchange(g_real)
E_fractional = q_ex * I_ex + 2 * f**2 * Jr.sum() - f**2 * Kr.sum()

print(f"Model shell: l = {l_ex}, q = {q_ex}, spin orbitals N = {N}")
print(f"Root-mean-square radius: {rms * ANG:.2f} angstrom")
print(f"Gaussian exponent: {alpha_ex / ANG**2:.4f} angstrom^-2")
print(f"One-electron energy I: {I_eV:.2f} eV")
for k in F:
    print(f"F^{k}: {F[k] * EV:.4f} eV;  squared 3j w_{k}: {w[k]:.6f}")
print(f"Factor (2l+1)/(4l+1): {(2*l_ex+1)/(4*l_ex+1):.6f}")
print(f"Sum over k>0 of w_k F^k: {S * EV:.4f} eV")
print(f"Exchange lowering F^0 - U: {(F[0] - U) * EV:.4f} eV")
print(f"Pair average U: {U * EV:.4f} eV = {U:.6f} hartree")
print(f"E_av from formula: {E_av * EV:.4f} eV = {E_av:.6f} hartree")
print(f"Number of determinants: {len(dets)}")
print("Terms from diagonalization: label, degeneracy, E (eV), E - E_av (eV)")
for label, deg, e in terms:
    print(f"  {label}  {deg:2d}  {e * EV:.4f}  {(e - E_av) * EV:+.4f}")
print(f"Degeneracy-weighted mean of terms: {weighted * EV:.4f} eV")
print(f"Unweighted mean of the five terms: {plain * EV:.4f} eV")
print(f"Mean repulsion, antiparallel pairs: {antiparallel * EV:.4f} eV")
print(f"Mean repulsion, parallel pairs: {parallel * EV:.4f} eV")
print(f"Fraction of parallel partners 2l/(4l+1): {2*l_ex/(4*l_ex+1):.6f}")
print("Largest change in sorted determinant energies, real vs complex "
      f"orbitals: {basis_change * EV:.4f} eV")
print(f"Fractional-occupation energy: {E_fractional * EV:.4f} eV")
print(f"Its excess over E_av: {(E_fractional - E_av) * EV:.4f} eV")
print(f"Configurations l^q tested by diagonalization: {n_tested}")
print(f"Largest deviation from formula: {largest_deviation * EV:.1e} eV")
print("verified")
```

Output:

```
Model shell: l = 2, q = 2, spin orbitals N = 10
Root-mean-square radius: 0.80 angstrom
Gaussian exponent: 2.7344 angstrom^-2
One-electron energy I: -50.00 eV
F^0: 16.9045 eV;  squared 3j w_0: 0.200000
F^2: 10.1875 eV;  squared 3j w_2: 0.057143
F^4: 7.0529 eV;  squared 3j w_4: 0.057143
Factor (2l+1)/(4l+1): 0.555556
Sum over k>0 of w_k F^k: 0.9852 eV
Exchange lowering F^0 - U: 0.5473 eV
Pair average U: 16.3572 eV = 0.601115 hartree
E_av from formula: -83.6428 eV = -3.073818 hartree
Number of determinants: 45
Terms from diagonalization: label, degeneracy, E (eV), E - E_av (eV)
  3F  21  -84.9027  -1.2599
  1D   5  -83.1435  +0.4993
  3P   9  -82.9836  +0.6593
  1G   9  -82.2479  +1.3949
  1S   1  -78.1697  +5.4731
Degeneracy-weighted mean of terms: -83.6428 eV
Unweighted mean of the five terms: -82.2895 eV
Mean repulsion, antiparallel pairs: 16.9045 eV
Mean repulsion, parallel pairs: 15.6730 eV
Fraction of parallel partners 2l/(4l+1): 0.444444
Largest change in sorted determinant energies, real vs complex orbitals: 0.5598 eV
Fractional-occupation energy: -70.5571 eV
Its excess over E_av: 13.0857 eV
Configurations l^q tested by diagonalization: 13
Largest deviation from formula: 1.5e-13 eV
verified
```
